**Velocity operator with nonlocal projectors: band slopes and optical strengths**

The program builds the plane-wave Hamiltonian $H(\mathbf k)$ of a model cubic crystal with Gaussian local wells and separable s and p projectors. The result under test is $\mathbf v=(1/\hbar)\,\partial H/\partial\mathbf k=\hbar(\mathbf k+\mathbf G)/m+(i/\hbar)[V_{\rm nl},\mathbf r]$, where $V_{\rm nl}$ is the projector part of the potential, $\mathbf G$ a reciprocal lattice vector and $m$ the electron mass. It asserts that the commutator integrated in real space equals the $\mathbf k$ derivative of the projector matrix. It also asserts that the full velocity reproduces band slopes from energy differences, oscillator strengths $f$ from eigenvector overlaps, and the sum rule with the double-commutator term. Further assertions require momentum alone to fail in these three comparisons, and to reproduce the slope of the lowest band when the projectors are switched off. At $\Gamma$ both parts must vanish for a nondegenerate level. In the output, momentum supplies 57% of the slope of the lowest band, and the strength of its transition to band 4 computed from momentum alone is 7% of the true strength.

## Numerical check

```python
"""
Result under test: in a plane-wave basis with a nonlocal pseudopotential,
    velocity = (1/hbar) dH(k)/dk = hbar (k+G)/m + (i/hbar) [V_nl, r],
and momentum alone gives wrong band slopes and wrong optical strengths.

Symbols: K = k+G is a plane-wave vector, H(k) the Hamiltonian matrix on a
fixed set of G, V_nl the sum of D |projector><projector| over all sites.
Model: cubic cell, two sites, Gaussian local wells, Gaussian s and p projectors.
Internal units: eV, nm, s. All derivatives are taken along x.
Oscillator strength: f = 2 m |v_mn|^2 / (E_m - E_n), per electron.
"""
import numpy as np
from scipy.constants import hbar as hbar_si, m_e, e as charge

hbar = hbar_si / charge                 # eV s
mass = m_e / charge * 1e-18             # eV s^2 / nm^2
to_km_s = 1e-12                         # nm/s to km/s

a = 0.40                                # lattice constant, nm
volume = a**3
b = 2 * np.pi / a
well_width = 0.08                       # nm
radius = 0.06                           # projector radius, nm
# position (nm), well depth, s strength, p strength (eV)
sites = [(np.array([0.0, 0.0, 0.0]), 40.0, 20.0, -10.0),
         (np.array([0.5, 0.5, 0.5]) * a, 20.0, 10.0, -5.0)]
k_reduced = np.array([0.20, 0.10, 0.05])
k0 = k_reduced * b
x_step = np.array([1.0, 0.0, 0.0])


def form_factors(K):
    """Values, first and second x derivatives of the s, px, py, pz projectors."""
    g = ((4 * np.pi * radius**2)**0.75 / np.sqrt(volume)
         * np.exp(-0.5 * radius**2 * np.sum(K**2, axis=1)))
    g1 = -K[:, 0] * radius**2 * g
    g2 = (K[:, 0]**2 * radius**4 - radius**2) * g
    f, f1, f2 = [g + 0j], [g1 + 0j], [g2 + 0j]
    c = -1j * np.sqrt(2) * radius
    for i in range(3):
        along_x = 1.0 if i == 0 else 0.0
        f.append(c * K[:, i] * g)
        f1.append(c * (along_x * g + K[:, i] * g1))
        f2.append(c * (2 * along_x * g1 + K[:, i] * g2))
    return np.array(f), np.array(f1), np.array(f2)


def nonlocal_matrices(K):
    """V_nl and its first and second derivatives with respect to k_x."""
    parts = form_factors(K)
    n = len(K)
    V, V1, V2 = (np.zeros((n, n), complex) for _ in range(3))
    for tau, _, d_s, d_p in sites:
        # the k part of this phase cancels between row and column
        phase = np.exp(-1j * (K @ tau))
        F, F1, F2 = (p * phase for p in parts)
        D = np.array([d_s, d_p, d_p, d_p])
        V += (F.T * D) @ F.conj()
        V1 += (F1.T * D) @ F.conj() + (F.T * D) @ F1.conj()
        V2 += ((F2.T * D) @ F.conj() + 2 * (F1.T * D) @ F1.conj()
               + (F.T * D) @ F2.conj())
    return V, V1, V2


def local_matrix(G):
    q = G[:, None, :] - G[None, :, :]
    shape = ((2 * np.pi * well_width**2)**1.5 / volume
             * np.exp(-0.5 * well_width**2 * np.sum(q**2, axis=2)))
    return sum(-depth * shape * np.exp(-1j * (q @ tau))
               for tau, depth, _, _ in sites)


def make_basis(n_max):
    r = np.arange(-n_max, n_max + 1)
    n = np.array(np.meshgrid(r, r, r, indexing="ij")).reshape(3, -1).T
    G = b * n[np.sum(n**2, axis=1) <= n_max**2]
    return G, local_matrix(G)


def solve(k, basis, switch=1.0):
    G, V_local = basis
    K = k + G
    H = V_local + switch * nonlocal_matrices(K)[0]
    H = H + np.diag(hbar**2 * np.sum(K**2, axis=1) / (2 * mass))
    return np.linalg.eigh(H)


def velocity_parts(k, basis, states):
    """Momentum part and projector part of v_x between the given states, nm/s."""
    K = k + basis[0]
    momentum = states.conj().T @ ((hbar * K[:, 0] / mass)[:, None] * states)
    projector = states.conj().T @ nonlocal_matrices(K)[1] @ states / hbar
    return momentum, projector


# Real-space quadrature of V_nl, i[V_nl, x] and V_loc between plane waves
G_test = b * np.array([[1.0, 0.0, 0.0], [0.0, -1.0, 1.0], [-1.0, 1.0, 0.0]])
K_test = k0 + G_test
axis = np.linspace(-0.64, 0.64, 65)
cell = (axis[1] - axis[0])**3
rho = np.array(np.meshgrid(axis, axis, axis, indexing="ij")).reshape(3, -1)
rho2 = np.sum(rho**2, axis=0)
V_quad, C_quad, L_quad = (np.zeros((3, 3), complex) for _ in range(3))
for tau, depth, d_s, d_p in sites:
    position = rho + tau[:, None]
    waves = np.exp(-1j * (K_test @ position)) / np.sqrt(volume)
    s_real = (np.pi * radius**2)**-0.75 * np.exp(-rho2 / (2 * radius**2))
    functions = [s_real] + [np.sqrt(2) * rho[i] / radius * s_real
                            for i in range(3)]
    for D, p in zip([d_s, d_p, d_p, d_p], functions):
        assert abs(np.sum(p**2) * cell - 1) < 1e-9
        P = waves @ p * cell
        X = waves @ (position[0] * p) * cell
        V_quad += D * np.outer(P, P.conj())
        C_quad += 1j * D * (np.outer(P, X.conj()) - np.outer(X, P.conj()))
    well = -depth * np.exp(-rho2 / (2 * well_width**2))
    L_quad += (waves * well) @ waves.conj().T * cell
V_form, C_form, _ = nonlocal_matrices(K_test)
assert np.allclose(V_quad, V_form, rtol=0, atol=1e-8)
assert np.allclose(C_quad, C_form, rtol=0, atol=1e-8)
assert np.allclose(L_quad, local_matrix(G_test), rtol=0, atol=1e-6)

# Band slopes: differences of eigenvalues against expectation values
basis = make_basis(5)
energy, states = solve(k0, basis)
dk = 2e-4                               # 1/nm
e_plus, s_plus = solve(k0 + dk * x_step, basis)
e_minus, s_minus = solve(k0 - dk * x_step, basis)
slope = (e_plus - e_minus)[:4] / (2 * dk * hbar)
v_mom, v_proj = velocity_parts(k0, basis, states)
v_full = v_mom + v_proj
diag_mom = np.diag(v_mom).real[:4]
diag_proj = np.diag(v_proj).real[:4]
diag_full = diag_mom + diag_proj
scale = np.max(np.abs(slope))
assert np.max(np.abs(diag_full - slope)) < 1e-5 * scale
assert np.max(np.abs(diag_mom - slope)) > 0.05 * scale

# Control: with the projectors switched off, momentum alone is right
_, s_local = solve(k0, basis, 0.0)
slope_local = (solve(k0 + dk * x_step, basis, 0.0)[0][0]
               - solve(k0 - dk * x_step, basis, 0.0)[0][0]) / (2 * dk * hbar)
mom_local = velocity_parts(k0, basis, s_local[:, :1])[0][0, 0].real
assert abs(mom_local - slope_local) < 1e-5 * abs(slope_local)

# Control: at Gamma both parts vanish for a nondegenerate level
e_gamma, s_gamma = solve(np.zeros(3), basis)
spacing = np.concatenate(([np.inf], np.diff(e_gamma[:31])))
isolated = [n for n in range(30) if min(spacing[n], spacing[n + 1]) > 0.01]
assert isolated
single = isolated[0]
gamma_parts = [part[0, 0].real for part in
               velocity_parts(np.zeros(3), basis, s_gamma[:, single:single + 1])]
gamma_largest = max(abs(v) for v in gamma_parts)
assert gamma_largest < 1e-8 * scale


# Optical strengths: dipoles from overlaps of eigenvectors at neighbouring k
def overlap_ratio(shifted):
    c = states.conj().T @ shifted[:, 0]
    return c / c[0]


dipole = 1j * (overlap_ratio(s_plus) - overlap_ratio(s_minus)) / (2 * dk)
gap = energy[1:] - energy[0]
f_dipole = 2 * mass * gap * np.abs(dipole[1:])**2 / hbar**2
f_full = 2 * mass * np.abs(v_full[1:, 0])**2 / gap
f_mom = 2 * mass * np.abs(v_mom[1:, 0])**2 / gap
top = np.max(f_dipole[:3])
assert np.max(np.abs(f_full - f_dipole)[:3]) < 1e-4 * top
assert np.max(np.abs(f_mom - f_dipole)[:3]) > 0.05 * top

# Sum rule: the curvature comes from energies alone (five-point formula)
h = 0.005                               # 1/nm
near = sum(solve(k0 + s * h * x_step, basis)[0][0] for s in (-1, 1))
far = sum(solve(k0 + s * h * x_step, basis)[0][0] for s in (-2, 2))
curvature = (16 * near - far - 30 * energy[0]) / (12 * h**2)
inverse_mass = mass * curvature / hbar**2
V2 = nonlocal_matrices(k0 + basis[0])[2]
ground = states[:, 0]
double_comm = mass * (ground.conj() @ V2 @ ground).real / hbar**2
sum_expected = 1 + double_comm - inverse_mass
assert abs(np.sum(f_full) - sum_expected) < 1e-4
assert abs(np.sum(f_mom) - sum_expected) > 1e-2

# Larger basis
big = make_basis(6)
e_big, s_big = solve(k0, big)
m_big, p_big = velocity_parts(k0, big, s_big[:, :4])
slope_big = np.diag(m_big + p_big).real
assert np.max(np.abs(slope_big - diag_full)) < 1e-3 * scale

print(f"lattice constant: {a:.2f} nm; 2 pi/a: {b:.4f} 1/nm")
print(f"local well width: {well_width:.2f} nm; projector radius: {radius:.2f} nm")
for name, (tau, depth, d_s, d_p) in zip(("corner", "centre"), sites):
    print(f"{name} site: well depth {depth:.0f}, D_s {d_s:.0f}, D_p {d_p:.0f} eV")
print("k in units of 2 pi/a:", " ".join(f"{v:.2f}" for v in k_reduced))
print(f"plane waves: {len(basis[0])}; in the larger basis: {len(big[0])}")
print(f"k step for slopes: {dk:.4f} 1/nm; for curvature: {h:.3f} 1/nm")
print("i[V_nl,x] between G=(1,0,0) and G'=(0,-1,1), in 2 pi/a:")
print(f"  real-space quadrature: {C_quad[0, 1].real:.8f} eV nm")
print(f"  k derivative of projectors: {C_form[0, 1].real:.8f} eV nm")
for n in range(4):
    print(f"band {n + 1}: energy {energy[n]:.4f} eV")
    print(f"  slope dE/dk/hbar, differences: {slope[n] * to_km_s:.3f} km/s")
    print(f"  full velocity: {diag_full[n] * to_km_s:.3f} km/s")
    print(f"  momentum part: {diag_mom[n] * to_km_s:.3f} km/s")
    print(f"  projector part: {diag_proj[n] * to_km_s:.3f} km/s")
print(f"band 1 momentum part / true slope: {diag_mom[0] / slope[0]:.4f}")
print(f"no projectors, band 1 slope: {slope_local * to_km_s:.3f} km/s")
print(f"no projectors, band 1 momentum: {mom_local * to_km_s:.3f} km/s")
print("lowest levels at Gamma (eV):", " ".join(f"{v:.4f}" for v in e_gamma[:6]))
print(f"Gamma, nondegenerate level {single + 1}: larger of the two parts"
      f" {gamma_largest * to_km_s:.6f} km/s")
for m in range(3):
    print(f"transition 1 to {m + 2}: energy {gap[m]:.4f} eV")
    print(f"  f from dipole: {f_dipole[m]:.5f}; full velocity: {f_full[m]:.5f}")
    print(f"  f from momentum alone: {f_mom[m]:.5f};"
          f" ratio to true f: {f_mom[m] / f_dipole[m]:.4f}")
print(f"band 1 m/m* along x, from energies: {inverse_mass:.5f}")
print(f"double-commutator term (m/hbar^2)<V_nl''>: {double_comm:.5f}")
print(f"sum of f expected from these: {sum_expected:.5f}")
print(f"sum of f, full velocity: {np.sum(f_full):.5f}")
print(f"sum of f, momentum alone: {np.sum(f_mom):.5f}")
print(f"largest slope change in larger basis: "
      f"{np.max(np.abs(slope_big - diag_full)) * to_km_s:.5f} km/s")
print("no test failed")
```

It prints:

```
lattice constant: 0.40 nm; 2 pi/a: 15.7080 1/nm
local well width: 0.08 nm; projector radius: 0.06 nm
corner site: well depth 40, D_s 20, D_p -10 eV
centre site: well depth 20, D_s 10, D_p -5 eV
k in units of 2 pi/a: 0.20 0.10 0.05
plane waves: 515; in the larger basis: 925
k step for slopes: 0.0002 1/nm; for curvature: 0.005 1/nm
i[V_nl,x] between G=(1,0,0) and G'=(0,-1,1), in 2 pi/a:
  real-space quadrature: -0.04774963 eV nm
  k derivative of projectors: -0.04774963 eV nm
band 1: energy -8.8997 eV
  slope dE/dk/hbar, differences: -438.415 km/s
  full velocity: -438.415 km/s
  momentum part: -248.694 km/s
  projector part: -189.721 km/s
band 2: energy -8.4349 eV
  slope dE/dk/hbar, differences: 64.333 km/s
  full velocity: 64.333 km/s
  momentum part: 52.550 km/s
  projector part: 11.783 km/s
band 3: energy -8.2822 eV
  slope dE/dk/hbar, differences: 72.484 km/s
  full velocity: 72.484 km/s
  momentum part: 54.296 km/s
  projector part: 18.188 km/s
band 4: energy -2.7704 eV
  slope dE/dk/hbar, differences: 220.682 km/s
  full velocity: 220.682 km/s
  momentum part: 209.043 km/s
  projector part: 11.639 km/s
band 1 momentum part / true slope: 0.5673
no projectors, band 1 slope: 64.123 km/s
no projectors, band 1 momentum: 64.123 km/s
lowest levels at Gamma (eV): -8.3451 -8.3451 -8.3451 -3.2726 3.7110 3.7110
Gamma, nondegenerate level 4: larger of the two parts 0.000000 km/s
transition 1 to 2: energy 0.4648 eV
  f from dipole: 0.00014; full velocity: 0.00014
  f from momentum alone: 0.03604; ratio to true f: 260.0001
transition 1 to 3: energy 0.6175 eV
  f from dipole: 0.00000; full velocity: 0.00000
  f from momentum alone: 0.00655; ratio to true f: 2074.9509
transition 1 to 4: energy 6.1293 eV
  f from dipole: 0.71338; full velocity: 0.71338
  f from momentum alone: 0.05160; ratio to true f: 0.0723
band 1 m/m* along x, from energies: -0.09514
double-commutator term (m/hbar^2)<V_nl''>: 2.17674
sum of f expected from these: 3.27188
sum of f, full velocity: 3.27188
sum of f, momentum alone: 2.10628
largest slope change in larger basis: 0.00578 km/s
no test failed
```
